# Phonon Overlap and Acoustic Mobility of a Fang-Howard Inversion Layer, part 2

How does the acoustic-phonon mobility $\mu$ of an inversion layer depend on its width, and what sets that width? The semiconductor fills $z>0$, the oxide $z<0$. SI units are used, $e$ is the positive elementary charge and $k_B$ is Boltzmann's constant. The layer has area $A$ and temperature $T$.

The Fang-Howard function is $\psi=(b^3/2)^{1/2}ze^{-bz/2}$, with $b$ an inverse length and mean depth $\langle z\rangle=3/b$. Its form factor is $F=\int\psi^4dz=3b/16$ and its effective width is $W=1/F$. The mobility theorem assumes unscreened, elastic scattering by longitudinal acoustic phonons, and:

**A1.** All electrons are in one subband with energy $E=\hbar^2k^2/2m$ and isotropic in-plane mass $m$. They scatter within this subband and within their own valley.

With deformation potential $D$, mass density $\rho$, sound speed $c$ and momentum relaxation time $\tau$, the result is

$$\frac1\tau=\frac{mD^2k_BT}{\hbar^3\rho c^2}F,\qquad\mu=\frac{e\tau}{m}\propto W .\tag{7}$$

It came from the current density in a driving field $\mathcal E$,

$$j=\frac{e^2\mathcal E\tau}{m}N_0\int_0^\infty E\left(-\frac{df_0}{dE}\right)dE,$$

where $f_0$ is the Fermi function and $N_0$ the density of states per area. Electrons scatter from in-plane wave vector $\mathbf k$ to $\mathbf k'$ through the angle $\theta$. A phonon has wave number $q$, component $q_z$ along $z$, and mean occupation $n$.

The width follows from electrostatics. Let $N_s$ be the electron density per area, $N_d$ that of ionized acceptors in the depletion layer, $\varepsilon$ the semiconductor permittivity, $m_z$ the mass along $z$, and $R(z)$ the fraction of electrons deeper than $z$, so that $R'=-\psi^2$. The layer's charge acts through its mean field (Hartree approximation), all electrons occupy the lowest subband, and the depletion layer is much thicker than the inversion layer. Image forces and oxide penetration are left out. Apart from terms independent of $b$, the total energy per electron is

$$\mathcal U(b)=\frac{\hbar^2b^2}{8m_z}+\frac{e^2}{\varepsilon b}\left(3N_d+\frac{33}{32}N_s\right).\tag{8}$$

### Proposition 1: width and density

*The minimum of (8) is at*

$$b^3=\frac{12m_ze^2N^*}{\varepsilon\hbar^2},\qquad N^*=N_d+\frac{11}{32}N_s,\tag{9}$$

*so that, at fixed temperature, $\mu\propto W\propto(N^*)^{-1/3}$ within this model.*

*Proof.* Since $\tfrac{33}{32}=3\cdot\tfrac{11}{32}$, the energy is $\mathcal U=\alpha b^2+\beta/b$ with $\alpha=\hbar^2/8m_z$ and $\beta=3e^2N^*/\varepsilon$. The condition $2\alpha b-\beta/b^2=0$ gives $b^3=\beta/2\alpha$, which is (9). The second derivative $2\alpha+2\beta/b^3$ is positive, so this is a minimum. $\blacksquare$

A larger density strengthens the field, presses the electrons against the oxide and raises $F$. The cube root arises from the balance between a confinement energy growing as $b^2$ and an electrostatic energy falling as $1/b$.

### Corollary: dependence on the effective field

The electron-averaged field contains $\int\psi^2R\,dz=-\int R'R\,dz=\tfrac12$, so it is

$$\mathcal E_{\rm eff}=\frac e\varepsilon\left(N_d+\frac{N_s}{2}\right).$$

Its weight for $N_s$ is $1/2$, not the $11/32$ in $N^*$. At fixed $N_d$ the local exponent follows from the two logarithmic derivatives:

$$p=\frac{d\ln\mu}{d\ln\mathcal E_{\rm eff}}=-\frac13\,\frac{11N_s/(32N^*)}{N_s/(2N_d+N_s)}=-\frac{11}{96}\,\frac{2N_d+N_s}{N^*}.\tag{10}$$

It tends to $-11/48\approx-0.23$ for $N_s\ll N_d$ and to $-1/3$ for $N_s\gg N_d$. A single power law in the effective field is thus an approximation even within the Fang-Howard model.

### Proposition 2: scaling of the Hartree solution

*If $N_s$ and $N_d$ are both multiplied by $\lambda$, the self-consistent Hartree ground state keeps its shape and $F$ is multiplied by $\lambda^{1/3}$.*

*Proof.* The Hartree equation is

$$-\frac{\hbar^2}{2m_z}\psi''+\frac{e^2}{\varepsilon}\left[N_dz+N_s\int_0^zR\,dz'\right]\psi=E_0\psi .$$

Measure $z$ in units of a length $\ell$. The kinetic term scales as $\ell^{-2}$ and the potential term as $\lambda\ell$. With $\ell=\lambda^{-1/3}$ both scale as $\lambda^{2/3}$, and this factor can be absorbed in $E_0$. The solution is the old one compressed by $\lambda^{-1/3}$, and $F$ scales as an inverse length. $\blacksquare$

If $N_s$ alone changes, the potential changes shape. Proposition 2 then does not determine the exponent, and (10) is an estimate made with the trial function.

### Worked example

Consider an n-channel silicon (100) inversion layer at 300 K, where $k_BT=25.85$ meV. The rough typical parameters are $m=0.190\,m_0$, $m_z=0.916\,m_0$, relative permittivity 11.7, $D=12$ eV, $\rho=2329\ \mathrm{kg/m^3}$ and $c=9000$ m/s, with $m_0$ the free-electron mass. The densities are $N_d=1\times10^{12}\ \mathrm{cm^{-2}}$ and $N_s=5\times10^{12}\ \mathrm{cm^{-2}}$. Then

$$N^*=\left(1+\frac{11\times5}{32}\right)\times10^{12}\ \mathrm{cm^{-2}}=2.719\times10^{12}\ \mathrm{cm^{-2}},$$

and (9) gives $b=1.824\ \mathrm{nm^{-1}}$. A numerical minimization of the energy gives the same value to these digits. The kinetic, depletion and halved inversion energies are 34.6, 25.4 and 43.7 meV. As the minimum condition $2\alpha b^2=\beta/b$ requires, the kinetic energy is half the sum of the other two. The lengths are

$$\langle z\rangle=\frac{3}{1.824}\ \mathrm{nm}=1.64\ \mathrm{nm},\qquad W=\frac{16}{3\times1.824}\ \mathrm{nm}=2.92\ \mathrm{nm}.$$

Equation (7) gives $1/\tau=4.10\times10^{12}\ \mathrm{s^{-1}}$, hence $\tau=0.244$ ps, and

$$\mu=\frac{(1.602\times10^{-19}\ \mathrm C)(2.44\times10^{-13}\ \mathrm s)}{0.190\times9.109\times10^{-31}\ \mathrm{kg}}\approx0.226\ \mathrm{m^2/Vs}=2260\ \mathrm{cm^2/Vs}.$$

For these constants, each nanometre of $W$ contributes 773 cm²/Vs. The table keeps $N_d$ and $T$ fixed. Its last column replaces $3b/16$ by the form factor of the numerical Hartree solution.

| $N_s$ ($10^{12}$ cm⁻²) | $W$ (nm) | $\mu$ (cm²/Vs) | $\mu$, Hartree (cm²/Vs) |
|---:|---:|---:|---:|
| 2.5 | 3.32 | 2565 | 2158 |
| 5 | 2.92 | 2260 | 1929 |
| 10 | 2.48 | 1920 | 1661 |

### Error of the trial function

At $N_s=5\times10^{12}\ \mathrm{cm^{-2}}$ the Hartree form factor is $0.401\ \mathrm{nm^{-1}}$, against $0.342\ \mathrm{nm^{-1}}$ from $3b/16$. The trial value is 15% too small relative to Hartree, and the mobility is 17% too large. The Hartree mean depth is 1.54 nm, so the trial function lies too deep by 6 to 7%. The rest is a difference of shape: $F\langle z\rangle$ is $9/16=0.56$ for Fang-Howard and $0.401\times1.544=0.62$ for Hartree.

Multiplying both densities by eight changes the Hartree form factor by 2.000, in accordance with Proposition 2. With $N_d$ fixed, (10) gives $p=-0.295$ at the example's densities, whereas the Hartree solution gives $-0.265$. The ratio of trial to numerical $F$ is 0.816 in a purely triangular well and 0.853 in the example. The trial function's error thus depends on the shape of the potential, which is why its field exponent is also slightly wrong. The Hartree solution is itself a mean-field reference without exchange or correlation.

### Other scattering processes

The following estimates concern electrons that start in the lowest subband. They use a Maxwell distribution. This is a rough approximation here: $N_s$ is comparable with the thermal density of states of that subband, $2mk_BT/(\pi\hbar^2)=4.1\times10^{12}\ \mathrm{cm^{-2}}$, so the layer is partly degenerate. With Fermi statistics, Pauli factors and all electrons in the lowest subband, the phonon-limited value listed below falls from 1661 to about 1470 cm²/Vs, while the value with roughness stays near 850 cm²/Vs. With the Maxwell distribution, the current integral of the first half becomes

$$\mu=\frac em\,\frac{\int_0^\infty E\,\tau(E)\,e^{-E/k_BT}dE}{\int_0^\infty E\,e^{-E/k_BT}dE}.\tag{11}$$

For acoustic scattering into the next subband of the same valleys, $\psi_0^2$ in the overlap is replaced by $\psi_0\psi_1$. The form factor becomes $\int\psi_0^2\psi_1^2dz$, and the process requires $E$ above the subband gap.

An intervalley phonon has nearly fixed frequency $\omega_v$ and a coupling $D_v$, in energy per length, that replaces $Dq$. The golden rule with $g$ final valleys of mass $m'$ gives

$$\frac1{\tau_v}=\frac{2\pi}\hbar\,\frac{\hbar D_v^2}{2\rho\omega_v}F'\,\frac{gm'}{2\pi\hbar^2}\,[n\,\Theta_a+(n+1)\Theta_e]=\frac{gD_v^2m'F'}{2\rho\omega_v\hbar^2}\,[n\,\Theta_a+(n+1)\Theta_e].$$

Here $F'$ is the form factor of the two subbands. The factors $\Theta_a$ and $\Theta_e$ are 1 if absorption or emission is allowed by energy, and 0 otherwise. The rough couplings are $11\times10^8$ eV/cm at 62 meV for transfer between the two equivalent valleys (g process), and $2\times10^8$ eV/cm at 59 meV for transfer to the four other valleys (f process).

Interface roughness of height $\Delta$ and correlation length $\Lambda$ shifts the electron energy by $e\mathcal E_{\rm eff}$ times the local height. For a Gaussian correlation $\Delta^2e^{-r^2/\Lambda^2}$, the power spectrum is $S(q)=\pi\Delta^2\Lambda^2e^{-q^2\Lambda^2/4}$. The squared matrix element is $(e\mathcal E_{\rm eff})^2S/A$, so

$$\frac1{\tau_r}=\frac{m(e\mathcal E_{\rm eff})^2}{\pi\hbar^3}\int_0^\pi S\!\left(2k\sin\tfrac\theta2\right)(1-\cos\theta)\,d\theta .$$

With $\Delta=0.3$ nm, $\Lambda=1.5$ nm and $\mathcal E_{\rm eff}=0.54$ MV/cm, adding the rates one after another lowers the mobility as follows:

- acoustic, within the lowest subband: 2260 cm²/Vs
- with acoustic transfer to the next subband: 2059 cm²/Vs
- with g phonons: 1685 cm²/Vs
- with f phonons: 1661 cm²/Vs
- with unscreened roughness: 847 cm²/Vs

Scattering within the lowest subband uses $F=3b/16$, and transfers to other subbands use form factors from the numerical Hartree wave functions. For the phonons included, three kinds of transfer are left out: acoustic transfer beyond the next subband, transfer by g phonons to higher subbands, and transfer by f phonons above the lowest subband of the other four valleys. Including them lowers the phonon-limited value from 1661 to about 1590 cm²/Vs. Also left out are roughness transfer between subbands and the lower-energy g and f phonon branches; with common bulk couplings these branches lower it further, to about 1450 cm²/Vs. Separately, using the Hartree form factor instead of $3b/16$ within the lowest subband would turn 1661 into about 1430 cm²/Vs. The last digits serve only to compare the rows, since the parameters are rough. The individual reductions depend on the order of addition. The roughness result also depends strongly on the chosen $\Delta$ and $\Lambda$.

### Where the assumptions fail

**Several subbands.** In the Hartree potential of the example, the next subband of the same valleys and the lowest subband of the other four valleys both lie about 53 meV above the ground level. Filling these levels at 300 K, with the potential held fixed, leaves 49% of the electrons in the lowest subband. Another 12% are in higher subbands of the same two valleys, and 40% are in the four other valleys. The latter have a large density of states: relative to the lowest subband it is larger by $4\sqrt{0.916\times0.190}/(2\times0.190)\approx4.4$. Assumption A1 therefore fails seriously at room temperature. These figures belong to the frozen potential. When the potential is made self-consistent with the filling of all subbands, the two gaps widen to about 70 and 68 meV, the shares become about 62%, 8% and 30%, and the form factor of the lowest subband rises to about $0.45\ \mathrm{nm^{-1}}$, which gives an acoustic mobility of about 1730 cm²/Vs within that subband.

**Energy exchange.** The phonon energy at $q_z=b$ is $\hbar cb=10.8$ meV, or $0.42\,k_BT$, which is not very small. Even so, a rate with true energy shifts and Bose factors, averaged as in (11), raises the acoustic mobility by 1.5 to 2%, and by about 1% with Fermi statistics and Pauli factors. This estimate treats the inelastic rate as a relaxation rate.

**Screening.** For a thin layer, the static screening wave number is $q_s=(e^2/2\bar\varepsilon)\,\partial N_s/\partial E_F$, with $\bar\varepsilon$ the mean permittivity of oxide and silicon and $E_F$ the Fermi energy. It is $1.30\ \mathrm{nm^{-1}}$, compared with a thermal electron wave number of $0.36\ \mathrm{nm^{-1}}$. The layer is not thin on this scale. With its thickness and the fall of the polarizability at larger in-plane wave number $Q$, the static dielectric factor is about 3 at $Q=0.36\ \mathrm{nm^{-1}}$, 1.6 at twice and 1.2 at three times that value. Screening is thus substantial at small and moderate momentum transfer. Applied to roughness, it raises the last value of the list above from 847 to about 1260 cm²/Vs. It would also weaken acoustic scattering if applied to the deformation potential. The value $D=12$ eV is to be read as a parameter of the unscreened model.

**Interface and depletion layer.** The image energy at the mean depth is 9 meV and repels electrons from the oxide. For a 3.1 eV barrier and an oxide mass of $0.5\,m_0$, the wave function decays in the oxide over 0.16 nm, a tenth of the mean depth. An acceptor density of $10^{17}\ \mathrm{cm^{-3}}$ and the chosen $N_d$ imply a depletion width of 100 nm (the band bending of strong inversion, about 0.95 V, would give about 110 nm), so a constant depletion field is a good approximation across the layer.

### Comparison with a real channel

The densities, field and temperature are typical of a silicon transistor in strong inversion. At such effective fields, measured electron mobilities are typically a few hundred cm²/Vs. The value of 2260 cm²/Vs is one component of the mobility, several times larger than the total. The additional processes estimated above bring it to about 850 cm²/Vs, still without charged-impurity scattering, a proper treatment of the other subbands, or screening, the last of which would raise the estimate and not lower it. The remaining difference cannot be assigned to one cause from these estimates.

The usable conclusion is conditional. If all electrons stay in one subband, screening is neglected, and temperature, masses and deformation potential are held fixed, widening the layer raises its acoustic-limited mobility in proportion to $W$. A change of gate voltage, doping or strain in a device generally alters more than $W$. The numerical output below gives the values used here.

## Computed values

```
Inputs: T = 300 K, kT = 25.85 meV
m/m0 = 0.190, m_z/m0 = 0.916, eps_r = 11.7, oxide 3.9
D = 12.0 eV, rho = 2329 kg/m3, c = 9000 m/s
N_d = 1.00e12 cm^-2, N_s = 5.00e12 cm^-2
N* = N_d + 11 N_s/32 = 2.7188e12 cm^-2
b = 1.8237 nm^-1; numerical minimum 1.8237 nm^-1
Energy parts: kinetic, depletion, Hartree/2 = 34.58, 25.44, 43.73 meV
Mean depth 3/b = 1.645 nm
F = 3b/16 = 0.34195 nm^-1
F by z quadrature = 0.34195 nm^-1, by q_z = 0.34195 nm^-1
Width W = 1/F = 2.924 nm
Acoustic rate = 4.0955e+12 s^-1
Relaxation time = 0.2442 ps
Acoustic mobility = 0.2260 m2/Vs = 2260 cm2/Vs
Mobility per width = 772.9 cm2/Vs per nm
Brute-force/formula rate at b, 2b: 1.0000, 1.0000 (ratio)
Effective field = 0.541 MV/cm
Field exponent: formula -0.2950, energy minimum -0.2949, Hartree -0.2650 (no unit)
Table: N_s (1e12 cm^-2), W (nm), mu (cm2/Vs), mu with Hartree F (cm2/Vs)
    2.5   3.319    2565    2158
    5.0   2.924    2260    1929
   10.0   2.484    1920    1661
Hartree F = 0.40074 nm^-1, mean depth = 1.544 nm
Trial F / numerical F: example 0.853, triangular well 0.816 (ratio)
Hartree F ratio, all densities times 8 = 2.0003 (no unit)
Sum of Hartree log derivatives of F = 0.3326 (no unit)
Phonon energy hbar c b = 10.80 meV
Inelastic/elastic acoustic mobility = 1.018 (ratio)
N_s/N_2D = 1.218, N_2D = 4.104e12 cm^-2
Gap to next twofold subband = 52.9 meV
Gap to lowest fourfold subband = 52.8 meV
Occupation: lowest 48.7 %, other twofold 11.8 %, fourfold 39.5 %
g phonon: 62 meV, 11e8 eV/cm; f phonon: 59 meV, 2e8 eV/cm
Intervalley brute-force/formula rate = 1.0000 (ratio)
Mobility as scattering is added, Maxwell average:
  acoustic within subband 0: 2260 cm2/Vs
  + acoustic to subband 1: 2059 cm2/Vs
  + g phonons: 1685 cm2/Vs
  + f phonons: 1661 cm2/Vs
  + unscreened roughness: 847 cm2/Vs
Roughness height 0.3 nm, correlation length 1.5 nm
Screening wave number = 1.297 nm^-1, thermal k = 0.359 nm^-1
Image energy at mean depth = 9.35 meV
Oxide decay length (3.1 eV, 0.5 m0) = 0.157 nm
Depletion width for N_A = 1.0e+17 cm^-3: 100 nm
```
